# Prefactor and barrier from a single desorption peak

## What one peak leaves open

A molecule leaves a surface in a desorption peak at 300 K while the sample is heated at 1 K/s. One reader assumes a prefactor of $10^{13}$ per second and reports a barrier of 80.23 kJ/mol. Another assumes $10^{17}$ per second and reports 102.59 kJ/mol. Both reproduce the same peak temperature. Now suppose that a process model takes the second barrier and combines it with the first prefactor. The consistent second pair gives a rate constant of 0.1371 per second at 300 K, a mean residence time of about 7 s. The mixed pair gives $0.1371\times10^{-4}$ per second, a residence time of about 20 hours. A precursor that should leave during a purge is then predicted to stay.

The cure is to know how the inferred barrier depends on the assumed prefactor. The dependence is logarithmic at leading order, with a small correction that can be found by hand.

## The peak condition

Let $\theta$ be the coverage in monolayers, $\nu$ the prefactor, $E$ the molar barrier and $R$ the gas constant. First-order desorption obeys

$$-\frac{d\theta}{dt}=k(T)\,\theta,\qquad k(T)=\nu e^{-E/RT}.$$

Take $E$ and $\nu$ independent of coverage and temperature, neglect readsorption, and heat linearly, so that $dT=\beta\,dt$. The signal per kelvin is

$$r=-\frac{d\theta}{dT}=\frac{k}{\beta}\theta .$$

Its logarithm is $\ln r=\ln(\nu/\beta)-E/RT+\ln\theta$. Since $d\ln\theta/dT=-k/\beta$,

$$\frac{d\ln r}{dT}=\frac{E}{RT^2}-\frac{k}{\beta}.$$

A second derivative gives $-2E/(RT^3)-(k/\beta)E/(RT^2)$, which is negative. There is therefore a single maximum, provided that heating starts below it. At the peak temperature $T_p$,

$$\frac{E}{RT_p^2}=\frac{\nu}{\beta}e^{-E/RT_p}. \tag{1}$$

The initial coverage has dropped out, because $\theta$ enters $\ln r$ as an additive logarithm whose derivative does not contain $\theta$.

Define $x=E/(RT_p)$ and multiply (1) by $T_p$:

$$xe^x=\frac{\nu T_p}{\beta},\qquad x+\ln x=\Lambda,\qquad \Lambda=\ln\frac{\nu T_p}{\beta}. \tag{2}$$

The quantity inside the logarithm is dimensionless. The left side of the second equation increases with $x$, so the root is unique. It is $x=W(e^\Lambda)$, where the Lambert function $W$ is defined by $We^W=e^\Lambda$.

## Large $\Lambda$: the root and its correction

For $\Lambda\gg1$ the logarithm in (2) is small beside $x$. The crudest root is $x\approx\Lambda$, and putting it into the logarithm gives $x\approx\Lambda-\ln\Lambda$. To find the next term, write $x=\Lambda-\ln\Lambda+\delta$. Equation (2) becomes

$$\delta=\ln\Lambda-\ln x=-\ln\!\left(1-\frac{\ln\Lambda-\delta}{\Lambda}\right)\approx\frac{\ln\Lambda}{\Lambda},$$

because $-\ln(1-y)\approx y$ for small $y$. Hence

$$x\approx\Lambda-\ln\Lambda+\frac{\ln\Lambda}{\Lambda}.$$

For $10^{13}$ per second, $\Lambda=\ln(3\times10^{15})=35.637$. The first two terms give 32.064. The third adds $3.573/35.637=0.100$, making 32.164; the converged root is 32.166. For $10^{17}$ per second, $\Lambda=44.848$, the first two terms give 41.044, and the third adds 0.085. The sum is 41.129, against a converged 41.131.

With $RT_p=2.4943$ kJ/mol, the barriers are

$$E_1=32.166\times2.4943=80.23\ \text{kJ/mol},$$
$$E_2=41.131\times2.4943=102.59\ \text{kJ/mol}.$$

In electronvolts per molecule they are 0.832 and 1.063. As a test, the desorption equation was integrated numerically and the barrier varied until the simulated maximum fell at 300 K. This gave the same two values to the digits shown.

## The difference between the readings

Keep $T_p$ and $\beta$ fixed, and let $\ell=\ln(\nu_2/\nu_1)$. Subtracting (2) for the two prefactors gives

$$x_2-x_1=\ell-\ln\frac{x_2}{x_1},$$

$$\Delta E=RT_p\left[\ell-\ln\frac{x_2}{x_1}\right]. \tag{3}$$

The leading term needs no knowledge of either barrier. Four decades give $\ell=9.210$, so

$$RT_p\,\ell=2.4943\times9.210=22.97\ \text{kJ/mol}.$$

The correction is $RT_p(3.717-3.471)=0.61$ kJ/mol, and therefore

$$\Delta E=22.97-0.61=22.36\ \text{kJ/mol}=0.232\ \text{eV per molecule}.$$

The size of the correction can be seen without evaluating two roots to high accuracy. Define the logarithmic mean

$$L=\frac{x_2-x_1}{\ln(x_2/x_1)},\qquad \frac1L=\frac{1}{x_2-x_1}\int_{x_1}^{x_2}\frac{dx}{x}.$$

The second form shows that $1/L$ is an average of $1/x$, so $x_1<L<x_2$. Replacing the logarithm in (3) by $(x_2-x_1)/L$ gives

$$(x_2-x_1)\left(1+\frac1L\right)=\ell,\qquad \Delta E=\frac{RT_p\,\ell}{1+1/L}. \tag{4}$$

This is still an identity. Expanding for large $L$ gives the asymptotic form

$$\Delta E\approx RT_p\,\ell\left(1-\frac1L\right).$$

Here $L=36.465$, so the correction is about 2.7% of the leading term and the expanded form gives 22.34 kJ/mol. Since $L$ lies between $x_1$ and $x_2$, identity (4) also puts $\Delta E$ between 22.28 and 22.43 kJ/mol.

For an infinitesimal change, (2) gives $(1+1/x)\,dx=d\ln\nu$, hence

$$\frac{dE}{d\ln\nu}=RT_p\frac{x}{1+x}.$$

Averaged over the four decades, one decade in the prefactor costs $22.36/4\approx5.6$ kJ/mol. At other peak temperatures the leading term scales with $T_p$.

In the opposite limit, $\nu T_p/\beta\ll1$, equation (2) gives $x\approx\nu T_p/\beta$ and the sensitivity falls to $RT_p\,x$. The barrier would then be far below the thermal energy, where activated escape from a bound state is no longer a sensible description. The logarithmic rule belongs to the large-$x$ regime.

## What the peak does fix

From (1), the rate constant at the peak is $k(T_p)=\beta x/T_p$. The two readings give 0.1072 and 0.1371 per second. The prefactors differ by $10^4$, while these rate constants differ by a factor of 1.28. The barriers differ by the same factor of 1.28, since both quantities are proportional to $x$. In a rate constant this factor is modest. In a barrier it has a large effect: with the prefactor held fixed, it changes the rate at $T_p$ by $e^{x_2-x_1}\approx8\times10^3$. One peak therefore fixes the rate constant near $T_p$ to within a modest factor, but it does not fix the barrier closely enough for use with an independently chosen prefactor.

In transition-state language, a constant $\nu$ and $E$ correspond to $\nu=(k_BT/h)e^{1+\Delta S/R}$, where $\Delta S$ is the activation entropy. The 1 in the exponent arises because the activation enthalpy is $E-RT$; it is common to both readings. At fixed temperature the larger prefactor means an entropy larger by $R\ell=76.6$ J/(mol K). Multiplied by 300 K this is 22.97 kJ/mol, the leading term of (3). The barrier rises to offset the entropy, and the small remainder reflects the slightly different rate constant.

## Why mobility on the surface changes the prefactor

A simple model shows how such different prefactors can arise. Treat the adsorbate as a rigid rod of length $b=1.0$ nm lying flat, with octane's molar mass of 114.2 g/mol. Let the transition state be a rod that rotates freely and moves over an area $A=0.5$ nm² per molecule, and let every rod that crosses it leave. Then

$$\nu=\frac{k_BT}{h}\frac{q^\ddagger}{q_{\rm ads}},$$

where the $q$ are partition functions and energies are measured from the classical minima.

Let $\lambda^2=h^2/(2\pi mk_BT)$, with $m$ the molecular mass. Free motion over the area contributes $A/\lambda^2\approx5.6\times10^3$. The rod's moment of inertia is $I=mb^2/12$, so its free rotation in space contributes

$$q_{\rm rot}=\frac{8\pi^2Ik_BT}{h^2}=\frac{\pi b^2}{3\lambda^2}\approx1.18\times10^4.$$

Free turning within the surface plane has levels $h^2j^2/(8\pi^2I)$ with integer $j$ of either sign. The Gaussian integral over $j$ gives $q_{\rm turn}=\sqrt{\pi q_{\rm rot}}\approx192$. A vibration of frequency $f$ contributes $k_BT/hf$ in the classical limit. The tilting mode and the mode normal to the surface are set at 50 cm⁻¹, which gives 4.17 each.

**Mobile rod.** The adsorbed rod slides and turns freely in the plane. This requires a dilute layer, because a turning rod sweeps a disc of 0.79 nm², more than the area $A$ chosen above. The value of $A$ does not matter here, since the translational factor cancels that of the transition state:

$$\nu_{\rm mob}=\frac{k_BT}{h}\frac{q_{\rm rot}}{q_{\rm turn}(4.17)^2}\approx2.2\times10^{13}\ \text{s}^{-1}.$$

**Pinned rod.** The two lateral motions and the in-plane turn are now vibrations at 30 cm⁻¹, each contributing 6.95:

$$\nu_{\rm pin}=\frac{k_BT}{h}\frac{(A/\lambda^2)\,q_{\rm rot}}{(6.95)^3(4.17)^2}\approx7.1\times10^{16}\ \text{s}^{-1}.$$

Here $k_BT/h=6.25\times10^{12}$ per second. Pinning removes entropy from the adsorbed state. Leaving the surface then gains more entropy, and the prefactor grows. Explicit sums over the quantum levels agree with these classical expressions within 2%.

The same 300 K peak gives 82.2 kJ/mol for the mobile rod and 101.8 kJ/mol for the pinned one. These prefactors are estimates of order of magnitude. The two ends of the rod are counted as distinguishable, with a single pinned orientation and one adsorption site per area $A$; for identical ends $\nu_{\rm pin}$ would be halved and $\nu_{\rm mob}$ would be unchanged. More equivalent sites within $A$, all open to a dilute layer, would lower $\nu_{\rm pin}$ in proportion. With one site per platinum surface atom, still with one orientation and distinguishable ends, it would be about $10^{16}$ per second, and the inferred barrier about 5 kJ/mol lower. With identical ends and the three equivalent directions of a close-packed face it would be about $1.6\times10^{15}$ per second, and the barrier about 9 kJ/mol lower. If the three soft wavenumbers were doubled, for example, $\nu_{\rm pin}$ would rise eightfold and the inferred barrier by about 5 kJ/mol.

## Two further measurements

### Peak width

The width distinguishes the readings if the simple rate law holds. Set $T=T_p(1+s/x)$, so that $s$ is a temperature scaled to the peak. To first order in $1/x$,

$$\ln\frac{k(T)}{k(T_p)}=x\left(1-\frac{T_p}{T}\right)=\frac{s}{1+s/x}\approx s-\frac{s^2}{x}.$$

The coverage is $\theta=\theta_0e^{-u}$ with $u=\int(k/\beta)\,dT$. Because $k(T_p)T_p/\beta=x$, the change of variable gives $du/ds\approx e^s(1-s^2/x)$. Heating starts far below the peak, so the lower limit may be taken as $-\infty$:

$$u\approx e^s-\frac{e^s(s^2-2s+2)}{x}.$$

Subtracting the value of $\ln r$ at $s=0$,

$$\ln\frac{r}{r_p}\approx g_0(s)+\frac{g_1(s)}{x},\qquad g_0=1+s-e^s,$$

$$g_1=-s^2+e^s(s^2-2s+2)-2.$$

At leading order half height requires $g_0=-\ln2$. The roots are $s_-=-1.461$ and $s_+=0.985$, separated by 2.446. The correction moves each root by $-g_1/(x g_0')$, with $g_0'=1-e^s$. At the lower root $g_1=-2.50$ and $g_0'=0.768$, so the shift is $+3.25/x$. At the upper root $g_1=-0.29$ and $g_0'=-1.678$, so the shift is $-0.17/x$. Both roots move inward, and the full width at half maximum is

$$\Delta T\approx\frac{T_p}{x}\left(2.446-\frac{3.43}{x}\right).$$

The leading widths are 22.8 and 17.8 K. With the correction they become 21.8 and 17.2 K, compared with 21.9 and 17.3 K from numerical integration. The larger prefactor gives the narrower peak because its larger barrier makes the rate rise more steeply with temperature.

Interactions between molecules can hide this difference. Take a full initial layer with a repulsion that lowers the barrier by 4 kJ/mol per monolayer, and adjust the barrier to keep the peak at 300 K. The width for $10^{17}$ per second then grows from 17.3 to 26.4 K, which is broader than the 21.9 K peak of the smaller prefactor without repulsion. The width is therefore a safe guide to the prefactor only when the effect of interactions on it is small or known. A low initial coverage helps: starting from 0.1 monolayer, the same repulsion gives a width of 18.1 K for $10^{17}$ per second. The heating-rate shift described next is much less sensitive: for the same full layer, this repulsion changes it by about 0.1 K or less.

### Heating rate

Hold $E$ and $\nu$ fixed and rewrite (1) as

$$\ln\beta=\ln\frac{\nu R}{E}+2\ln T_p-\frac{E}{RT_p}.$$

Differentiation gives $d\ln\beta/d\ln T_p=2+x$, hence

$$\frac{dT_p}{d\ln\beta}=\frac{T_p}{x+2}.$$

For a tenfold increase of $\beta$ this slope predicts shifts of 20.2 and 16.0 K. The second derivative follows from $dx/d\ln T_p=-x$:

$$\frac{d^2T_p}{d(\ln\beta)^2}=T_p\left[\frac1{(x+2)^2}+\frac{x}{(x+2)^3}\right]=\frac{2T_p(x+1)}{(x+2)^3}.$$

Half of this times $(\ln10)^2$ adds 1.3 and 0.8 K. The totals are 21.5 and 16.9 K. The simulated peaks at 10 K/s lie at 321.6 and 316.9 K, which are shifts of 21.6 and 16.9 K.

For an arbitrary change of heating rate, substitute $T_p=E/(Rx)$ in (1). This gives $x^2e^x=\nu E/(R\beta)$. Taking the square root and halving yields $(x/2)e^{x/2}=\tfrac12\sqrt{\nu E/(R\beta)}$, so

$$x=2W\!\left(\tfrac12\sqrt{\frac{\nu E}{R\beta}}\right).$$

The two readings differ by 4.7 K at the faster rate, so the temperature scale must be reproducible. For the smaller prefactor, a 1 K error in the 21.6 K shift changes the inferred $x+2$ by 4 to 4.5%, or the barrier by about 4 kJ/mol.

## Where the simple reading fails

**Lateral interactions.** Let $E=E_0-w\theta$, where positive $w$ means repulsion. The derivative of $\ln r$ gains the term $(w/RT)\,d\theta/dT=-(w\theta/RT)(k/\beta)$, and the peak condition becomes

$$\frac{E}{RT_p^2}=\frac{k}{\beta}\left(1+\frac{w\theta}{RT_p}\right).$$

Coverage no longer drops out. For a full initial layer and $w=4$ kJ/mol per monolayer, the zero-coverage barrier $E_0$ that reproduces the 300 K peak is 3.15 kJ/mol above the simple reading for $10^{13}$ per second and 3.12 above it for $10^{17}$. Attraction of the same strength lowers it by 3.00 and 2.98 kJ/mol.

The near cancellation in the difference has a reason. In the scaled temperature $s$, the leading-order rate law is $d\theta/ds=-C\theta e^{s+w\theta/RT_p}$, with $C$ chosen to put the peak at $s=0$. This problem contains $w/RT_p$ but not $\nu$, so the leading shift of $E_0$ is common to both readings.

A coverage series can reveal the interaction if readsorption is small; readsorption also lowers the peak temperature as the initial coverage rises. With $E_0=80.23$ kJ/mol, $\nu=10^{13}$ per second and the same repulsion, the peak lies at 297.2 K for an initial coverage of 0.25 and at 288.5 K for a full layer.

**Temperature-dependent prefactor.** Let $\nu$ denote the value at $T_p$ and let the prefactor vary as $T^n$. The extra term $n/T$ in the derivative changes (2) to $x+\ln(x+n)=\Lambda$. Expanding about the old root gives $\delta x(1+1/x)+n/x\approx0$, so

$$\delta E\approx-\frac{nRT_p}{x+1}.$$

Counting powers of $T$ in the rod model gives $n=-1/2$ for the mobile rod and $n=-2$ for the pinned one. Applied to the two round prefactors, these exponents raise the barriers by 0.04 and 0.12 kJ/mol. An Arrhenius slope is a different quantity: it measures $E+nRT$, which for $n=-2$ lies about 5 kJ/mol below $E$ at 300 K. The heating-rate shift measures this slope too, so a barrier inferred from it with a constant prefactor would be too low by about the same amount.

**Readsorption.** Suppose that the gas density follows the desorption rate without delay. The desorbed flow is then shared between the pump and the empty part of the surface, and the net rate is $k\theta/[1+\rho(1-\theta)]$, with

$$\rho=\frac{pA_s\bar c}{4S}.$$

Here $p$ is the sticking probability, $A_s$ the sample area, $\bar c$ the mean gas speed and $S$ the pumping speed. For $p=1$, 1 cm² and 100 L/s, $\rho=0.059$ and each inferred barrier falls by 0.03 kJ/mol for a full initial layer. For a nearly empty surface, where more sites are free to recapture molecules, it falls by 0.14 kJ/mol. A porous sample or weak pumping can make $\rho$ large, and these small shifts then no longer apply.

**Temperature error.** Differentiating $E=RT_px$ with (2) gives $dE/dT_p=Rx(x+2)/(x+1)$. If the peak is read 5 K too high, the barriers are too high by 1.38 and 1.75 kJ/mol, and their difference by 0.37 kJ/mol.

## The real case

The numbers correspond roughly to a flat-lying alkane of medium length, such as octane on a flat platinum surface, which desorbs within some tens of kelvin of 300 K. The 300 K peak is a chosen value, and so are the rod dimensions, mode wavenumbers and interaction strength. A real octane molecule bends, twists and rolls about its long axis, and the rod leaves this out. For a rigid, extended octane, rolling that is a 50 cm⁻¹ vibration on the surface and free in the transition state would by itself raise both prefactors about tenfold if the chain could lie on one face only. A flat zigzag lies equally well on either face, which doubles the adsorbed partition function and leaves a factor of about five. Real layers also interact, which for the strength assumed here moves each barrier by about 3 kJ/mol. That is much less than the 22 kJ/mol at stake in the prefactor.

A reactive precursor may decompose before it desorbs, and its peak then does not measure molecular desorption at all. When desorption is molecular, a barrier taken from one peak should be passed on together with its prefactor. The pair reproduces the rate near the peak: the two readings above stay within a factor of about 2 of each other between 280 and 320 K, but differ by a factor of 4.6 at 350 K. Extrapolation farther from the peak requires that the prefactor be known independently. The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Peak temperature: 300 K; heating rate: 1 K/s
R*Tp: 2.4943 kJ/mol
--- Prefactor 1e+13 1/s
ln(nu*Tp/beta): 35.637; iterates of x: 32.064, 32.170
Converged x: 32.166; ln x: 3.471
Barrier, formula: 80.23 kJ/mol = 0.832 eV
Barrier, simulated fit: 80.23 kJ/mol
Rate constant at peak: 0.1072 1/s
Peak width, simulated: 21.9 K; estimate: 22.8 K
Peak at 10 K/s, simulated: 321.6 K; formula: 321.6 K
--- Prefactor 1e+17 1/s
ln(nu*Tp/beta): 44.848; iterates of x: 41.044, 41.133
Converged x: 41.131; ln x: 3.717
Barrier, formula: 102.59 kJ/mol = 1.063 eV
Barrier, simulated fit: 102.59 kJ/mol
Rate constant at peak: 0.1371 1/s
Peak width, simulated: 17.3 K; estimate: 17.8 K
Peak at 10 K/s, simulated: 316.9 K; formula: 316.9 K
--- Difference between the two readings
ln(nu2/nu1): 9.210
Quick estimate R*Tp*ln(nu2/nu1): 22.97 kJ/mol
Reduction R*Tp*ln(x2/x1): 0.61 kJ/mol
Barrier increase, formula: 22.36 kJ/mol = 0.232 eV
Barrier increase, simulated: 22.36 kJ/mol
Lower and upper bounds: 22.28, 22.43 kJ/mol
Logarithmic mean of x: 36.465
Activation entropy increase: 76.6 J/(mol K)
Width factor: 2.446
--- Flat rod with octane's mass
Molar mass: 114.2 g/mol; length: 1.0 nm
Site area: 0.5 nm^2
Normal and tilt modes: 50 1/cm
Lateral and in-plane turning modes: 30 1/cm
kT/h: 6.25e+12 1/s
Mobile: prefactor 2.2e+13 1/s; T exponent -0.51; barrier 82.2 kJ/mol
Pinned: prefactor 7.1e+16 1/s; T exponent -2.01; barrier 101.8 kJ/mol
--- Neglected effects: barrier shifts for 1e13, 1e17; change of difference
Interaction strength: 4 kJ/mol per monolayer; initial coverage: 1
Repulsion and attraction rows give the shift of the zero-coverage barrier
Repulsion: +3.15, +3.12; -0.03 kJ/mol
Attraction: -3.00, -2.98; +0.02 kJ/mol
Prefactor exponents -0.5, -2: +0.04, +0.12; +0.08 kJ/mol
Readsorption: -0.03, -0.03; -0.00 kJ/mol
Peak read 5 K too high: +1.38, +1.75; +0.37 kJ/mol
Repulsive peak, 1e13 1/s, coverage 0.25: 297.2 K
Repulsive peak, 1e13 1/s, coverage 1: 288.5 K
Sample area: 1 cm^2; pumping speed: 100 L/s
Sticking probability: 1; readsorption ratio rho: 0.059
```
